# Substrate Permittivity from the Ellipsometric Ratio of a Bare Interface, part 1

(Sections cited here and not found follow in the second part.)

## I. From the field equations to the inversion formula

### Definitions and conventions

A plane monochromatic wave travels in a transparent ambient medium of real refractive index $n_a$ and permittivity $\varepsilon_a=n_a^2$. It meets a flat, sharp interface at $z=0$ and is partly reflected. The half-space $z>0$ is filled by a homogeneous, isotropic, nonmagnetic substrate of relative permittivity $\varepsilon$. The substrate is thick enough, or absorbing enough, that no light returns from its far side. The incidence angle $\phi$ is measured from the surface normal and satisfies $0<\phi<90^\circ$.

Fields carry the time factor $e^{+i\omega t}$, and the permittivity and refractive index of the substrate are written

$$\varepsilon=\varepsilon_1-i\varepsilon_2,\qquad N=\sqrt{\varepsilon}=n-ik. \tag{1}$$

With this time factor an absorbing medium has $\varepsilon_2>0$. To see this, take a complex field amplitude $\mathbf E$ and the displacement $\mathbf D=\varepsilon_0\varepsilon\mathbf E$. The time derivative multiplies $\mathbf D$ by $i\omega$, so the mean power given to the medium per unit volume is

$$\tfrac12\,\mathrm{Re}\left[\mathbf E^*\cdot i\omega\varepsilon_0(\varepsilon_1-i\varepsilon_2)\mathbf E\right]=\tfrac12\,\omega\varepsilon_0\varepsilon_2|\mathbf E|^2 . \tag{2}$$

A passive substrate cannot deliver power, hence $\varepsilon_2\ge 0$. We also take $\varepsilon\neq0$ and $\varepsilon\neq\varepsilon_a$; the second condition ensures that there is a reflected wave to measure.

The plane of incidence is the $xz$ plane. Light polarized along $y$ is called s-polarized, and light with its electric field in the plane of incidence is called p-polarized. If $r_p$ and $r_s$ are the ratios of reflected to incident electric amplitude for the two polarizations, the ellipsometric ratio is

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}. \tag{3}$$

Thus $\tan\psi$ is the ratio of the two amplitude reflectances, and $\Delta$ is the difference between the phase changes of the p and s waves. The intensity of the source cancels from $\rho$. One measurement supplies two real numbers, $\psi$ and $\Delta$, and the substrate has two real unknowns, $\varepsilon_1$ and $\varepsilon_2$. The task is to solve for them when $\phi$ and $n_a$ are known.

### Plane waves in the two media

Let $k_0=\omega/c$ be the vacuum wavenumber. Each wave varies in space as $\exp(-ik_0\,\boldsymbol\kappa\cdot\mathbf r)$, where $\boldsymbol\kappa$ is its wavevector in units of $k_0$. We also use the scaled magnetic field $\mathbf h=Z_0\mathbf H$, with $Z_0=\sqrt{\mu_0/\varepsilon_0}$. Maxwell's two curl equations then become

$$\mathbf h=\boldsymbol\kappa\times\mathbf E,\qquad \boldsymbol\kappa\times\mathbf h=-\varepsilon\mathbf E . \tag{4}$$

The scalar product of the second equation with $\boldsymbol\kappa$ gives $\boldsymbol\kappa\cdot\mathbf E=0$, because $\varepsilon\ne0$. Inserting the first equation into the second and using $\boldsymbol\kappa\times(\boldsymbol\kappa\times\mathbf E)=\boldsymbol\kappa(\boldsymbol\kappa\cdot\mathbf E)-(\boldsymbol\kappa\cdot\boldsymbol\kappa)\mathbf E$ gives $\boldsymbol\kappa\cdot\boldsymbol\kappa=\varepsilon$.

The boundary conditions must hold at every $x$ on the interface, so all waves share the same $x$ component of $\boldsymbol\kappa$. Define

$$K=n_a\sin\phi,\qquad q_a=n_a\cos\phi. \tag{5}$$

The incident, reflected and transmitted wavevectors are $(K,0,q_a)$, $(K,0,-q_a)$ and $(K,0,q)$. The condition $\boldsymbol\kappa\cdot\boldsymbol\kappa=\varepsilon$ in each medium reads

$$\varepsilon_a=K^2+q_a^2,\qquad \varepsilon=K^2+q^2. \tag{6}$$

The sign of $q$ follows from what the transmitted wave must do. Its magnitude varies as $\exp(k_0z\,\mathrm{Im}\,q)$ and may not grow with depth, so $\mathrm{Im}\,q\le0$. If $q$ is real, the wave must carry energy away from the interface, so $q\ge0$. For an absorbing substrate the imaginary part of Eq. (6) gives $2\,\mathrm{Re}\,q\,\mathrm{Im}\,q=-\varepsilon_2<0$, and with $\mathrm{Im}\,q<0$ this requires $\mathrm{Re}\,q>0$. For a lossless substrate $q$ is either real and nonnegative or negative imaginary. All cases are covered by

$$\mathrm{Re}\,q\ge0,\qquad \mathrm{Im}\,q\le0. \tag{7}$$

### The reflection amplitudes

For s polarization the unit electric vector is $\hat{\mathbf y}$ for every wave. Equation (4) gives $\mathbf h=(K,0,q)\times\hat{\mathbf y}=(-q,0,K)$ for the transmitted wave. The corresponding $x$ components are $-q_a$ for the incident wave and $+q_a$ for the reflected one. Continuity of $E_y$ and $h_x$, with transmitted amplitude $t_s$, gives

$$1+r_s=t_s,\qquad -q_a+q_ar_s=-q\,t_s .$$

Eliminating $t_s$ gives $q_a(1-r_s)=q(1+r_s)$, and therefore

$$r_s=\frac{q_a-q}{q_a+q}. \tag{8}$$

For p polarization a sign convention is needed. We choose the unit vector $\hat{\mathbf p}=\hat{\mathbf y}\times\boldsymbol\kappa/\sqrt{\boldsymbol\kappa\cdot\boldsymbol\kappa}$ for every wave, so that the directions p, s and $\boldsymbol\kappa$ form a right-handed set for the incident and the reflected wave alike. The three vectors are

$$\hat{\mathbf p}_i=\frac{(q_a,0,-K)}{n_a},\qquad \hat{\mathbf p}_r=\frac{(-q_a,0,-K)}{n_a},\qquad \hat{\mathbf p}_t=\frac{(q,0,-K)}{N}. \tag{9}$$

Since $\boldsymbol\kappa\times(\hat{\mathbf y}\times\boldsymbol\kappa)=(\boldsymbol\kappa\cdot\boldsymbol\kappa)\hat{\mathbf y}$, a p wave of unit amplitude has $h_y=n_a$ in the ambient and $h_y=N$ in the substrate. Continuity of $E_x$ and $h_y$ gives

$$\frac{q_a}{n_a}(1-r_p)=\frac{q}{N}\,t_p,\qquad n_a(1+r_p)=N\,t_p .$$

The second equation gives $t_p=n_a(1+r_p)/N$. Substituting this in the first and multiplying by $n_a\varepsilon$ gives $\varepsilon q_a(1-r_p)=\varepsilon_aq(1+r_p)$. Hence

$$r_p=\frac{\varepsilon q_a-\varepsilon_aq}{\varepsilon q_a+\varepsilon_aq}. \tag{10}$$

Equations (8) and (10) are the Fresnel formulas. At normal incidence $q_a=n_a$ and $q=N$, and they reduce to $r_p=(N-n_a)/(N+n_a)=-r_s$. The two polarizations are then physically equivalent. The minus sign arises because $\hat{\mathbf p}_r$ is opposite to $\hat{\mathbf p}_i$ in that limit. In this convention $\rho\to-1$, or $\Delta\to180^\circ$, as $\phi\to0$.

### Factoring the ratio

The permittivity appears in Eq. (10) both directly and through $q$, which makes the problem look like one with a square root to be removed. Equation (6) allows everything to be written in terms of $q$. The numerator of $r_p$ becomes

$$\begin{aligned}
\varepsilon q_a-\varepsilon_aq&=(K^2+q^2)q_a-(K^2+q_a^2)q\\
&=K^2(q_a-q)-q_aq(q_a-q)\\
&=(q_a-q)(K^2-q_aq).
\end{aligned} \tag{11}$$

In the same way the denominator becomes

$$\begin{aligned}
\varepsilon q_a+\varepsilon_aq&=K^2(q_a+q)+q_aq(q+q_a)\\
&=(q_a+q)(K^2+q_aq).
\end{aligned} \tag{12}$$

The quotient of the first factors is $r_s$. Dividing by it leaves

$$\rho=\frac{K^2-q_aq}{K^2+q_aq}. \tag{13}$$

The division is allowed because $r_s=0$ would require $q=q_a$, hence $\varepsilon=\varepsilon_a$, which has been excluded. The denominator cannot vanish either: by Eq. (7) its real part is at least $K^2>0$.

### Solving for the permittivity

Equation (13) is a ratio of two linear functions of $q$, so it can be solved without a quadratic equation. Multiply by the denominator and collect the terms in $q$:

$$\rho K^2+\rho q_aq=K^2-q_aq\quad\Longrightarrow\quad q_aq(1+\rho)=K^2(1-\rho). \tag{14}$$

From Eq. (13), $1+\rho=2K^2/(K^2+q_aq)$, which is not zero for any finite $q$. We may divide by it. Define

$$u=\frac{1-\rho}{1+\rho}. \tag{15}$$

Since $K^2/q_a=n_a\sin^2\phi/\cos\phi=K\tan\phi$, Eq. (14) gives

$$q=K\tan\phi\;u. \tag{16}$$

The normal component of the wavevector in the substrate is thus known directly from the data. Inserting it in $\varepsilon=K^2+q^2$ gives the required inversion:

$$\boxed{\;\varepsilon=\varepsilon_a\sin^2\phi\left[1+\tan^2\phi\left(\frac{1-\rho}{1+\rho}\right)^2\right]\;} \tag{17}$$

One complex value of $\rho$ gives one complex value of $\varepsilon$. No root has to be selected, because $q$ enters the last step squared. An equivalent form follows from $u^2=1-4\rho/(1+\rho)^2$ and $\sin^2\phi\,(1+\tan^2\phi)=\tan^2\phi$:

$$\varepsilon=\varepsilon_a\tan^2\phi\left[1-\frac{4\rho\sin^2\phi}{(1+\rho)^2}\right]. \tag{18}$$

The ends of the angular range are excluded for a physical reason. At $\phi=0$ Eq. (13) gives $\rho=-1$ for every substrate, and at $\phi=90^\circ$, where $q_a=0$, it gives $\rho=1$ for every substrate. The ratio then holds no information about $\varepsilon$.

### Two lossless limits

If the p-polarized reflection vanishes, $\rho=0$ and Eq. (18) reduces to

$$\varepsilon=\varepsilon_a\tan^2\phi. \tag{19}$$

This is Brewster's condition. For $\varepsilon_a=1$ and $\varepsilon=2.25$ it gives $\phi=\arctan1.5=56.31^\circ$. The right side of Eq. (19) is real, so an absorbing substrate has no angle at which $r_p$ vanishes.

The second limit is total reflection by a lossless substrate, with real $\varepsilon<K^2$. For positive $\varepsilon$ this is total internal reflection. Equation (7) then gives $q=-i\gamma$, with $\gamma=\sqrt{K^2-\varepsilon}$, and

$$\rho=\frac{K^2+iq_a\gamma}{K^2-iq_a\gamma}. \tag{20}$$

Numerator and denominator are complex conjugates, so $|\rho|=1$ and $\psi=45^\circ$. The phase is $\Delta=2\arctan(q_a\gamma/K^2)$. For light inside a medium of index 1.5 that meets air, taken as $\varepsilon=1$, at $60^\circ$, this gives $\Delta=40.46^\circ$. In the inverse direction, $\rho=e^{i\Delta}$ gives $u=-i\tan(\Delta/2)$, and Eq. (17) becomes

$$\varepsilon=\varepsilon_a\sin^2\phi\left[1-\tan^2\phi\,\tan^2(\Delta/2)\right], \tag{21}$$

which returns $\varepsilon=1$ for these values. The inversion therefore needs no propagating wave in the substrate. The phase alone carries the information when both polarizations are fully reflected.

### Real formulas and admissible readings

To separate real and imaginary parts, multiply the numerator and denominator of $u$ by $1+\rho^*$. With $\rho=\tan\psi\,e^{i\Delta}$,

$$u=\frac{1-|\rho|^2-(\rho-\rho^*)}{|1+\rho|^2}
=\frac{1-\tan^2\psi-2i\tan\psi\sin\Delta}{1+\tan^2\psi+2\tan\psi\cos\Delta}.$$

Multiplication above and below by $\cos^2\psi$, followed by the double-angle formulas, gives

$$u=\frac{\cos2\psi-i\sin2\psi\sin\Delta}{D},\qquad D=1+\sin2\psi\cos\Delta . \tag{22}$$

The square of this numerator has real part $\cos^22\psi-\sin^22\psi\sin^2\Delta$ and imaginary part $-2\cos2\psi\sin2\psi\sin\Delta=-\sin4\psi\sin\Delta$. Since $\varepsilon=\varepsilon_1-i\varepsilon_2$, Eq. (17) separates into

$$\varepsilon_1=\varepsilon_a\sin^2\phi\left[1+\tan^2\phi\,\frac{\cos^22\psi-\sin^22\psi\sin^2\Delta}{D^2}\right], \tag{23}$$

$$\varepsilon_2=\varepsilon_a\sin^2\phi\tan^2\phi\,\frac{\sin4\psi\sin\Delta}{D^2}. \tag{24}$$

Equation (16) also shows which readings can come from a bare passive substrate. The factor $K\tan\phi$ is positive, so $u$ must obey the same sign conditions as $q$. Because $D=\cos^2\psi\,|1+\rho|^2>0$, Eqs. (7) and (22) require $\cos2\psi\ge0$ and $\sin2\psi\sin\Delta\ge0$, that is,

$$0\le\psi\le45^\circ,\qquad 0\le\Delta\le180^\circ. \tag{25}$$

At $\psi=0$ the phase $\Delta$ is undefined and has no effect. The corner $\psi=45^\circ$, $\Delta=180^\circ$, where $\rho=-1$ and $D=0$, is excluded, since no finite $\varepsilon$ produces it. A reading clearly outside these ranges contradicts at least one assumption: the surface may not be bare, the medium may not be isotropic, or the sign conventions may differ.

The condition must be applied to $u$, because the sign of $\varepsilon_2$ is not sufficient. The replacement $\rho\to1/\rho$ changes $u$ into $-u$ and leaves $\varepsilon$ unchanged. For an absorbing substrate it would turn an admissible reading into one with $\psi>45^\circ$, although the computed $\varepsilon_2$ would still look acceptable.

## II. Use of the formula, its errors and its scope

### Symbols and results carried forward

The incidence angle is $\phi$, the ambient permittivity is $\varepsilon_a=n_a^2$, and the substrate permittivity is $\varepsilon=\varepsilon_1-i\varepsilon_2$ for the time factor $e^{+i\omega t}$. In units of the vacuum wavenumber $k_0$, the wavevector components are $K=n_a\sin\phi$ along the surface, $q_a=n_a\cos\phi$ along the normal in the ambient, and $q=\sqrt{\varepsilon-K^2}$ along the normal in the substrate, with $\mathrm{Re}\,q\ge0$ and $\mathrm{Im}\,q\le0$. The data are $\rho=r_p/r_s=\tan\psi\,e^{i\Delta}$ and enter through $u=(1-\rho)/(1+\rho)$. The first half gave $q=K\tan\phi\,u$ in Eq. (16), and hence

$$\varepsilon=K^2+K^2\tan^2\phi\,u^2, \tag{26}$$

which is Eq. (17) in shorter notation. Readings from a bare passive substrate lie in $0\le\psi\le45^\circ$ and $0\le\Delta\le180^\circ$.

The permittivity of a bare substrate now follows in closed form from one reading of $\psi$ and $\Delta$, and the ranges that such readings can occupy are known. What remains is to work through a numerical example and to examine sign conventions, reading errors, the choice of incidence angle and the effect of a thin film.
